\section*{Coherent Resonance Through an Interlayer State and Its Thermal Broadening}

\section{Resonance through an interlayer state}

Suppose that a localized state in the insulating layer of a metal--semiconductor contact is moved through the Fermi level, and that the conductance at room temperature peaks at $0.088$ of the quantum $G_0=2e^2/h$. If this height is read as a transmission probability, the state appears to be coupled about 43 times more strongly to one side than to the other. In the model worked out below, the same height belongs to a state whose two couplings differ by 9\%. The error lies in treating an average over thermal energies as the transmission at one energy. To correct it we need the resonance itself and its thermal average.

The peak in question is a peak of conductance, and hence a dip of resistance.

\subsection{The chain and its conventions}

Consider one orbital channel, described by a chain with hopping $-t$ ($t>0$) and site energies $\epsilon_j$. Electrons are non-interacting, spin-degenerate and scattered elastically. An amplitude with time factor $e^{-iEt'/\hbar}$, where $t'$ is time, obeys
\begin{equation}
(E-\epsilon_j)\psi_j+t(\psi_{j-1}+\psi_{j+1})=0 .
\label{eq:chain}
\end{equation}
The defect has energy $\epsilon_d$. On its left are $n_L$ barrier sites of energy $U$ and then the metal; on its right are $n_R$ barrier sites and then the semiconductor. In lead $s=L,R$, and in the barrier,
\begin{equation}
E=\epsilon_s-2t\cos k_s,\qquad U-E=2t\cosh\kappa ,
\label{eq:disp}
\end{equation}
with $0<k_s<\pi$ and $\kappa>0$. Thus both leads carry waves at $E$, while $E$ lies below the barrier band. A lead wave $e^{ikj}$ carries the particle current $(2t/\hbar)\,\mathrm{Im}(\psi_j^*\psi_{j+1})=(2t/\hbar)\sin k$. The semiconductor is degenerate, with the Fermi level $\mu$ many $kT$ inside its band; a depletion barrier and series resistance are left out.

\subsection{Eliminating one side}

Take one side of the defect and count sites outwards, with the defect at $m=0$, the barrier at $m=1,\dots,n$ and the lead from $m=n+1$. Write $s_m=\sinh(m\kappa)$. In the barrier, (\ref{eq:chain}) reads $\psi_{m+1}+\psi_{m-1}=2\cosh\kappa\,\psi_m$, which $s_m$ satisfies.

For a purely outgoing wave, $\psi_{n+1}=\tau$. The lead equation at $m=n+1$ then requires $\psi_n=\tau e^{-ik}$. The barrier solution through these two values is
\begin{equation}
\psi_m=\frac{\tau}{s_1}\left(s_{n+1-m}e^{-ik}-s_{n-m}\right),
\label{eq:out}
\end{equation}
as setting $m=n$ and $m=n+1$ confirms. In the defect equation the neighbour enters as $t\psi_1=-\Sigma\psi_0$, so
\begin{equation}
\Sigma=-t\frac{\psi_1}{\psi_0}
=-t\,\frac{s_n-s_{n-1}e^{ik}}{s_{n+1}-s_ne^{ik}} .
\label{eq:sigma}
\end{equation}
Multiply numerator and denominator by $s_{n+1}-s_ne^{-ik}$. The denominator becomes
\begin{equation}
D=s_{n+1}^2+s_n^2-2s_ns_{n+1}\cos k ,
\label{eq:D}
\end{equation}
and the numerator becomes $s_ns_{n+1}+s_{n-1}s_n-s_n^2e^{-ik}-s_{n-1}s_{n+1}e^{ik}$. Its imaginary part is $(s_n^2-s_{n-1}s_{n+1})\sin k=s_1^2\sin k$. The bare width and the level shift are therefore
\begin{align}
\gamma&=-2\,\mathrm{Im}\,\Sigma=\frac{2t s_1^2\sin k}{D},
\label{eq:gamma}\\
\Lambda&=\mathrm{Re}\,\Sigma=-\frac{t}{D}\left[s_n(s_{n+1}+s_{n-1})-(s_n^2+s_{n-1}s_{n+1})\cos k\right].
\label{eq:lambda}
\end{align}
For a thick barrier $s_m\simeq e^{m\kappa}/2$, and
\begin{equation}
\gamma\simeq\frac{8t s_1^2\sin k\,e^{-2(n+1)\kappa}}{1+e^{-2\kappa}-2e^{-\kappa}\cos k}.
\label{eq:thick}
\end{equation}
Each additional site reduces the width by $e^{-2\kappa}$, the decay of the squared tail of the state.

\subsection{Transmission of the full chain}

Let a wave of unit amplitude arrive from the metal. On the left, the solution is the outgoing solution proportional to $\psi_d$ plus a solution with a node at the defect. The latter is $As_m$ in the barrier. In the metal, with $m$ still counted away from the defect, it is $e^{-ik_L(m-n_L-1)}+r_0e^{ik_L(m-n_L-1)}$. Matching at $m=n_L+1$ and $m=n_L$ gives
\begin{equation}
1+r_0=As_{n_L+1},\qquad e^{ik_L}+r_0e^{-ik_L}=As_{n_L}.
\end{equation}
Multiply the first relation by $e^{-ik_L}$ and subtract it from the second:
\begin{equation}
2i\sin k_L=A\left(s_{n_L}-s_{n_L+1}e^{-ik_L}\right),
\qquad |A|^2=\frac{4\sin^2k_L}{D_L}.
\label{eq:A}
\end{equation}
The node solution contributes $tAs_1$ to the defect equation, which becomes
\begin{equation}
(E-\epsilon_d-\Sigma_L-\Sigma_R)\psi_d=S,\qquad S=-tAs_1 .
\label{eq:defect}
\end{equation}
By (\ref{eq:A}) and (\ref{eq:gamma}), $|S|^2=4t^2s_1^2\sin^2k_L/D_L=\gamma_L\,2t\sin k_L$.

On the right, (\ref{eq:out}) at $m=0$ gives $|\tau|^2=s_1^2|\psi_d|^2/D_R$. The transmitted current is then $(2t/\hbar)\sin k_R|\tau|^2=\gamma_R|\psi_d|^2/\hbar$. Dividing by the incident current $(2t/\hbar)\sin k_L$,
\begin{equation}
\mathcal T(E)=\frac{\gamma_R|S|^2}{2t\sin k_L\,|E-\epsilon_d-\Sigma_L-\Sigma_R|^2}
=\frac{\gamma_L\gamma_R}{|E-\epsilon_d-\Sigma_L-\Sigma_R|^2}.
\label{eq:Texact}
\end{equation}
No expansion has been made; within this chain, the widths and shifts still depend on energy.

\subsection{The resonance and the weight of the state}

The resonance energy $\varepsilon_0$ solves $\varepsilon_0=\epsilon_d+\Lambda(\varepsilon_0)$, with $\Lambda=\Lambda_L+\Lambda_R$. To first order about it,
\begin{equation}
E-\epsilon_d-\Lambda(E)\simeq\frac{E-\varepsilon_0}{Z},\qquad
Z=\frac{1}{1-\Lambda'(\varepsilon_0)} .
\label{eq:Z}
\end{equation}
Hold $\gamma_s$ at its value at $\varepsilon_0$, insert (\ref{eq:Z}) in (\ref{eq:Texact}), and multiply numerator and denominator by $Z^2$. With $\Gamma_s=Z\gamma_s(\varepsilon_0)$ and $\Gamma=\Gamma_L+\Gamma_R$,
\begin{equation}
\mathcal T(E)\simeq\frac{\Gamma_L\Gamma_R}{(E-\varepsilon_0)^2+\Gamma^2/4}.
\label{eq:BW}
\end{equation}

The factor $Z$ reflects the part of the state that lies in the barrier. For thick barriers $\Lambda\to-2te^{-\kappa}$. Differentiating (\ref{eq:disp}) gives $\kappa'=-1/(2t\sinh\kappa)$, so $\Lambda'=-e^{-\kappa}/\sinh\kappa$ and
\begin{equation}
Z\to\frac{\sinh\kappa}{\sinh\kappa+e^{-\kappa}}=\tanh\kappa .
\end{equation}
The bound state $\psi_m\propto e^{-\kappa|m|}$ has the same weight on the defect site, $1/(1+2\sum_{m\ge1}e^{-2\kappa m})=\tanh\kappa$. The more the state spreads into the barrier, the less of it takes part in each bare coupling.

At the centre of the resonance,
\begin{equation}
\mathcal T(\varepsilon_0)=\frac{4\Gamma_L\Gamma_R}{\Gamma^2}
=1-\left(\frac{\Gamma_L-\Gamma_R}{\Gamma}\right)^2 .
\label{eq:peak}
\end{equation}
Equal widths give unit transmission however thick the barriers are. Thickness then appears in the width of the resonance and not in its height.

\section{The thermal average}

\subsection{Closed form}

For small bias ($eV\ll kT$, or $eV\ll\Gamma$ at zero temperature) the Landauer conductance is
\begin{equation}
G=G_0\int\mathcal T(E)\,[-f'(E)]\,dE,\qquad
f=\frac{1}{e^{(E-\mu)/kT}+1}.
\label{eq:landauer}
\end{equation}
With $x=E-\mu$ and $\omega_j=(2j+1)\pi kT$, the pole expansion of the hyperbolic tangent gives
\begin{equation}
f=\frac12-\frac12\tanh\frac{x}{2kT}
=\frac12-2kT\,\mathrm{Re}\sum_{j=0}^{\infty}\frac{1}{x+i\omega_j},
\end{equation}
and therefore
\begin{equation}
-f'=-2kT\,\mathrm{Re}\sum_{j=0}^{\infty}\frac{1}{(x+i\omega_j)^2}.
\label{eq:df}
\end{equation}
Next write (\ref{eq:BW}) as $(2\pi\Gamma_L\Gamma_R/\Gamma)\,\mathcal L(E-\varepsilon_0)$, where $\mathcal L(E)=(\Gamma/2\pi)/(E^2+\Gamma^2/4)$ has unit area. The terms of (\ref{eq:df}) have their poles in the lower half-plane. Closing the contour in the upper half-plane leaves the pole of $\mathcal L$ at $\varepsilon_0+i\Gamma/2$, whose residue is $1/(2\pi i)$. With $\delta=\varepsilon_0-\mu$,
\begin{equation}
\int\frac{\mathcal L(E-\varepsilon_0)}{(E-\mu+i\omega_j)^2}dE
=\frac{1}{[\delta+i(\Gamma/2+\omega_j)]^2}
=-\frac{1}{(\omega_j+\Gamma/2-i\delta)^2}.
\end{equation}
This minus sign cancels the one in (\ref{eq:df}). Extract $2\pi kT$ from each bracket and use the trigamma function $\psi'(z)=\sum_{j\ge0}(j+z)^{-2}$. The prefactor is $(2\pi\Gamma_L\Gamma_R/\Gamma)\,2kT/(2\pi kT)^2$, and the sign of $\delta$ does not affect the real part:
\begin{equation}
\frac{G}{G_0}=\frac{\Gamma_L\Gamma_R}{\pi\Gamma kT}\,
\mathrm{Re}\,\psi'\!\left(\frac12+\frac{\Gamma/2+i\delta}{2\pi kT}\right).
\label{eq:main}
\end{equation}

\subsection{Why the peak falls}

Set $\delta=0$ and $E-\mu=kTu$ in (\ref{eq:landauer}). Relative to its zero-temperature value, the peak is
\begin{equation}
\frac{G(T)}{G(0)}=\int_{-\infty}^{\infty}\frac{du}{4\cosh^2(u/2)}\,
\frac{1}{1+(2kTu/\Gamma)^2}
=y\,\psi'\!\left(\tfrac12+y\right),\quad y=\frac{\Gamma}{4\pi kT}.
\label{eq:ratio}
\end{equation}
The integrand falls with $T$ at every $u\neq0$, so the peak falls monotonically. Nothing has happened to the coherence: $\mathcal T(E)$ is the same function at every temperature, but more of the electrons that carry the current lie off resonance.

When $kT\ll\Gamma$, expand the Lorentzian in (\ref{eq:ratio}) and use $\langle u^2\rangle=\pi^2/3$:
\begin{equation}
\frac{G(T)}{G(0)}\simeq1-\frac{4\pi^2}{3}\left(\frac{kT}{\Gamma}\right)^2 .
\label{eq:cold}
\end{equation}
When $kT\gg\Gamma$ and the level lies within a few $kT$ of $\mu$, $\mathcal L$ acts as a delta function in (\ref{eq:landauer}), and
\begin{equation}
\frac{G}{G_0}\simeq\frac{\pi\Gamma_L\Gamma_R}{2\Gamma kT}\,
\mathrm{sech}^2\frac{\delta}{2kT}.
\label{eq:hot}
\end{equation}
At $\delta=0$ the resistance of the dip grows in proportion to $T$, although every scattering event is elastic. The half-height condition $\cosh^2(\delta/2kT)=2$ gives a full width $4\,\mathrm{arccosh}(\sqrt2)\,kT\simeq3.53\,kT$, which replaces the low-temperature width $\Gamma$.

\subsection{What heating does to the flanks}

The leading thermal change at fixed $\delta$ is $G_0(\pi^2/6)(kT)^2\mathcal T''(\mu)$. Since
\begin{equation}
\frac{d^2}{d\delta^2}\frac{1}{\delta^2+\Gamma^2/4}
=\frac{6\delta^2-\Gamma^2/2}{(\delta^2+\Gamma^2/4)^3},
\end{equation}
slight heating lowers $G$ for $|\delta|<\Gamma/(2\sqrt3)$ and raises it outside. By (\ref{eq:hot}), $G$ at fixed $\delta$ tends to zero at high temperature. A level outside the inflection point therefore has a conductance that first rises and later falls.

Now integrate (\ref{eq:landauer}) over the level position with the widths held fixed. Both $\mathcal L$ and $-f'$ have unit area, so at any temperature
\begin{equation}
\int\frac{G}{G_0}\,d\varepsilon_0=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}.
\label{eq:area}
\end{equation}
Heating spreads the peak without changing its area. This limits what the weakening means for a large contact. If independent, identical states are spread evenly in energy with density $N$ per unit area and energy, conduction through these states alone gives the contact resistivity
\begin{equation}
\rho_c=\frac{1}{G_0N}\,\frac{\Gamma}{2\pi\Gamma_L\Gamma_R},
\label{eq:rho}
\end{equation}
independent of temperature. For non-interacting electrons and fixed widths, an isolated level shows the thermal loss and a flat distribution does not.

\section{A worked contact}

\subsection{Widths}

Take round parameters: $t=1$ eV, $\mu=0$, $\epsilon_L=0$, $U=3$ eV, $\epsilon_R=1.8$ eV and $n_L=n_R=3$. The barrier band starts 1 eV above $\mu$, and the semiconductor band 0.2 eV below it. At $E=\mu$, $2\cosh\kappa=3$ and $\kappa=0.962$. The recursion $s_{m+1}=3s_m-s_{m-1}$ gives $s_2=3s_1$, $s_3=8s_1$ and $s_4=21s_1$.

In the metal $\cos k_L=0$; in the semiconductor $\cos k_R=0.9$ and $\sin k_R=\sqrt{0.19}$. From (\ref{eq:gamma}),
\begin{align}
\gamma_L&=\frac{2}{21^2+8^2}\ \text{eV}=3.960\ \text{meV},\\
\gamma_R&=\frac{2\sqrt{0.19}}{505-2(8)(21)(0.9)}\ \text{eV}=4.303\ \text{meV}.
\end{align}
Equation (\ref{eq:lambda}) gives the total shift
\begin{equation}
\Lambda=-\frac{192}{505}-\frac{192-127(0.9)}{202.6}=-0.764\ \text{eV},
\end{equation}
so $\epsilon_d=0.764$ eV places the resonance at $\mu$. A central difference of $\Lambda(E)$ gives $Z=0.749$, close to $\tanh\kappa=0.745$. Hence $\Gamma_L=2.968$ meV, $\Gamma_R=3.224$ meV and $\Gamma=6.192$ meV. Leaving out $Z$ would make the resonance about one third too wide.

By (\ref{eq:peak}) the zero-temperature peak is $4(2.968)(3.224)/6.192^2=0.998$, a resistance of $12.93$ k$\Omega$. If the defect site is replaced by a barrier site, solving the chain equations gives a transmission of $3.4\times10^{-6}$ at $\mu$. Direct tunnelling is negligible in this one channel; in a large contact it is weighted by the much larger number of defect-free channels.

\subsection{Temperature dependence}

Equation (\ref{eq:main}), with these widths held fixed as the level moves, gives the values below. The full width at half maximum (FWHM) in level position was found by numerical root search, and the last column has the level 20 meV from $\mu$.

\begin{center}
\begin{tabular}{cccccc}
$T$ (K) & $kT$ (meV) & peak $G/G_0$ & $R$ (k$\Omega$) & FWHM (meV) & $G/G_0$, 20 meV\\
\hline
4.2 & 0.362 & 0.960 & 13.4 & 6.57 & 0.0234\\
77 & 6.635 & 0.290 & 44.5 & 27.6 & 0.0797\\
300 & 25.85 & 0.0881 & 146 & 95.3 & 0.0770
\end{tabular}
\end{center}

At 300 K the peak is 8.8\% of its zero-temperature height. The hot limit (\ref{eq:hot}) gives $\pi(2.968)(3.224)/[2(6.192)(25.85)]=0.094$, about 7\% above the full value. It is too high because it replaces $\psi'(\tfrac12+y)$ by $\psi'(\tfrac12)$, and $\psi'$ decreases with its argument. Numerical integration of the energy-dependent transmission of the whole chain gives $0.0882$, so the Lorentzian approximation (\ref{eq:BW}) changes the conductance of a level at $\mu$ by only about 0.1\% here. The maximum of a sweep through the whole chain lies about 3 meV above $\mu$ and is $0.0885$.

The last column shows the behaviour expected outside the inflection point, which lies at $\Gamma/(2\sqrt3)=1.79$ meV. The conductance rises from $0.0234$ to $0.0797$ and has fallen to $0.0770$ at 300 K. At that temperature the level 20 meV away conducts nearly as well as the level at $\mu$: the contrast between these two level positions has largely gone.

\subsection{Reading a measured peak}

If a peak height $p=G/G_0$ is taken for a zero-temperature value, (\ref{eq:peak}) with $r=\Gamma_>/\Gamma_<$, the larger width over the smaller, becomes $p=4r/(1+r)^2$. This is $pr^2+(2p-4)r+p=0$, whose root with $r\ge1$ is
\begin{equation}
r=\frac{(1+\sqrt{1-p})^2}{p}.
\label{eq:false}
\end{equation}
The three peak heights give $r=1.5$, $12$ and $43$; the true ratio is $3.224/2.968=1.09$. The inference is already poor at 4.2 K because $1-p=[(r-1)/(r+1)]^2$ is quadratic in a small asymmetry, so a small thermal loss imitates a sizeable one.

A second case shows that height alone cannot settle the matter. Move the defect off centre, with two barrier sites on the metal side and four on the other, and reset $\epsilon_d$ to keep the resonance at $\mu$. The widths become 20.9 and 0.479 meV, and the zero-temperature peak is $0.0877$. That is almost the 300 K height of the centred defect, but the cause is now real asymmetry. The widths of the two peaks tell them apart: $\Gamma=21.4$ meV for the cold off-centre state, against 95.3 meV for the hot centred one. This compares two temperatures. At a common 300 K the width is a weak test: by (\ref{eq:main}) a state with $\Gamma=21.4$ meV and $r\simeq10$ also peaks at $0.088$, with a width of 106 meV. On heating to 300 K the off-centre peak falls to $0.0231$, or 26\% of its cold height. It loses a smaller fraction than the centred peak because (\ref{eq:ratio}) depends on $\Gamma/kT$ alone and its $\Gamma$ is larger.

For a flat distribution of centred states with $N=10^{13}$ eV$^{-1}$cm$^{-2}$, the area (\ref{eq:area}) is $9.71$ meV and $G_0=77.48\ \mu$S. Equation (\ref{eq:rho}) then gives
\begin{equation}
\rho_c=\frac{1}{(7.748\times10^{-5})(10^{13})(9.71\times10^{-3})}\ \Omega\,\text{cm}^2
=1.3\times10^{-7}\ \Omega\,\text{cm}^2 .
\end{equation}

\subsection{Where the result fails}

Equation (\ref{eq:main}) needs widths that vary little over the energies that matter. By (\ref{eq:thick}), the exponential factor changes $\ln\gamma$ at the rate $(n+1)/(t\sinh\kappa)$, which is about 7\% over 20 meV here. The other factors in (\ref{eq:gamma}) vary too; with them $\gamma_L$ grows by about 4\% and $\gamma_R$ by about 9\% over that interval. A real sweep of the level over the 300 K width would thus make the peak lopsided, with the conductance lowered for levels below $\mu$ and raised for levels above it. The formula also becomes less accurate if the level comes within about $\Gamma$ of the semiconductor band edge, where $\gamma_R$ vanishes and cannot be held fixed across the resonance.

For a compact state, the charging energy is an important omission. If adding a second electron costs more than $kT$ and $\Gamma$, the two spin channels are no longer independent, and (\ref{eq:main}) cannot be taken over unchanged. A rough estimate $e^2/(4\pi\epsilon_0\epsilon_r a)$ with radius $a=0.3$ nm and $\epsilon_r=10$ gives about 0.5 eV before screening by the electrodes, far above $kT$ and $\Gamma$ in the example. The worked heights, the area (\ref{eq:area}) and $\rho_c$ therefore describe the non-interacting chain and are not predictions for an atomic-scale defect. Inelastic scattering by phonons is likewise outside (\ref{eq:landauer}).

All numerical values are calculated from the stated model.
